# Energy budget of the lead K-alpha1 line with screened Lamb shift

## Problem

A free lead atom ($Z=82$) has outer subshells $6s^2\,6p_{1/2}^2$, so all its $j$-subshells are closed. The K$\alpha_1$ photon carries the energy difference between a vacancy in $1s$ and a vacancy in $2p_{3/2}$:

$$\hbar\omega=E_K-E_L .$$

Split this energy into Dirac-Fock, nuclear-size, Breit, self-energy and vacuum-polarization parts, and judge the error of the sum.

Take the nucleus as a uniform sphere of rms radius 5.50 fm. The hydrogenic self-energy functions at $Z=82$, defined below, are given as two-figure theoretical inputs: $F_{1s}=1.5$ and $F_{2p_{3/2}}=0.27$. Use Gaussian units, with $\alpha=e^2/\hbar c$ and $\bar\lambda=\hbar/mc$.

## Solution

**Sign rule.** A state's energy sums over the electrons present, and $E_K$ lacks a $1s$ electron. An effect that raises $1s$ therefore lowers the line, apart from the smaller change in $2p_{3/2}$ and the response of the other electrons.

**Dirac-Fock part.** Write each orbital as $\psi=(iP\chi_\kappa,\;Q\chi_{-\kappa})/r$ and let $q_a$ be the subshell occupations. The mean-field energy without rest energies is

$$E=\sum_a q_aI_a+\tfrac12\sum_{ab}q_aq_b\Big[F^0_{ab}-\sum_k\Gamma^k_{ab}G^k_{ab}\Big].$$

Here $I_a$ is the one-electron energy, and $F^k$, $G^k$ are the direct and exchange Coulomb integrals. The weight $\Gamma^k_{ab}$ is the squared 3j symbol with upper row $(j_a,k,j_b)$ and lower row $(\tfrac12,0,-\tfrac12)$, for even $l_a+l_b+k$, and zero otherwise.

This formula holds for closed subshells. In the subshell with the vacancy it must be corrected. Let $n=2j+1$. The closed-subshell self-term, with $\Gamma^0=1/n$, can be rewritten as

$$\tfrac12n^2\Big[F^0-\tfrac1nF^0-\sum_{k>0}\Gamma^kF^k\Big]
=\tfrac12n(n-1)\Big[F^0-\tfrac{n}{n-1}\sum_{k>0}\Gamma^kF^k\Big].$$

The last bracket is the mean energy per pair. With $q=n-1$ electrons there are $\tfrac12q(q-1)$ pairs. The mean is the energy of the state itself, because the states of one vacancy differ only by rotation.

Let $Y_k$ be the multipole potential of one electron in this subshell, so that $F^k=\langle Y_k\rangle$. The correct self-potential is the pair bracket times $q-1=n-2$; the uncorrected formula gives $q[(1-\tfrac1n)Y_0-\sum_{k>0}\Gamma^kY_k]$. Their difference is

$$D=\Big[(n-2)-\frac{(n-1)^2}{n}\Big]Y_0+\Big[(n-1)-\frac{n(n-2)}{n-1}\Big]\sum_{k>0}\Gamma^kY_k$$

$$\phantom{D}=-\frac{Y_0}{n}+\frac{1}{n-1}\sum_{k>0}\Gamma^kY_k .$$

For a single $1s$ electron, $n=2$ and $D=-Y_0/2$, which removes the spurious self-repulsion $+Y_0/2$.

The open orbital $o$ thus feels $\mathcal F+D$, while a closed orbital $c$ feels $\mathcal F$. Rotate them by $\delta c=\theta o$, $\delta o=-\theta c$. Then

$$\delta E=2\theta\big[q_c\langle c|\mathcal F|o\rangle-q_o\langle c|\mathcal F+D|o\rangle\big].$$

For equal $\kappa$, $q_c-q_o=1$, so stationarity requires $\langle c|\mathcal F-q_oD|o\rangle=0$. Both hole states are solved separately under this condition, so the relaxation of the other electrons is included.

A scaling argument checks the solution. For a point nucleus, replace $P(r)$ by $\sqrt\lambda P(\lambda r)$, and $Q$ likewise. The term $c\,\boldsymbol\alpha\cdot\mathbf p$ and all Coulomb energies scale as $\lambda$, while the term $(\beta-1)mc^2$ does not change. Stationarity at $\lambda=1$ makes the scaling part vanish, leaving

$$E=-2mc^2\sum_aq_a\int_0^\infty Q_a^2\,dr .$$

For the $1s$-hole state the two sides are $-17665.002$ and $-17665.001$ hartree. The Dirac-Fock line for a point nucleus is 75484.2 eV.

**Nuclear size.** The sphere has radius $R=\sqrt{5/3}\times5.50=7.10$ fm. Inside it the potential is higher than that of a point charge by

$$\delta V=Ze^2\Big[\frac1r-\frac{3-r^2/R^2}{2R}\Big].$$

Near a point nucleus the $1s$ functions vary as $r^\gamma$, with $\gamma=\sqrt{1-(Z\alpha)^2}=0.80$. Setting $r=Rx$ in $\int_0^R r^{2\gamma}\,\delta V\,dr$ gives a shift proportional to $R^{2\gamma}$ at leading order.

A nucleus 100 times smaller can therefore stand for a point: the hydrogenic $1s$ level rises by 67.24 eV from this small sphere to the full one, and the small sphere itself retains only about $67.24\times100^{-1.60}\approx0.04$ eV, so the shift from a true point is 67.28 eV. Repeating the self-consistent calculation with the full sphere changes the line by $-64.9$ eV.

**Breit part.** The static transverse interaction is $-e^2\boldsymbol\alpha_1\cdot\mathsf T\cdot\boldsymbol\alpha_2$, with

$$T_{ij}=\frac{\delta_{ij}+\hat r_i\hat r_j}{2r_{12}} .$$

Its expectation value is taken with the Dirac-Fock orbitals, to first order. States with magnetic numbers $m$ and $-m$ carry opposite currents, so a closed subshell has no net current and its direct terms vanish. The minus sign of exchange turns the interaction into

$$E_B=\tfrac12e^2\sum_{ab}\iint\mathbf j_{ab}(1)\cdot\mathsf T\cdot\mathbf j_{ab}^*(2)\,d^3r_1d^3r_2,\qquad \mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b .$$

For the vacancy, terms between different subshells are multiplied by their fractional occupations. The full-subshell self-term is multiplied by the fraction of pairs left, $q(q-1)/[n(n-1)]$.

To evaluate the integral, use $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r$ and $\nabla_2=-\nabla_1$ on functions of $\mathbf r_1-\mathbf r_2$:

$$T_{ij}=\frac{\delta_{ij}}{r_{12}}-\tfrac12\partial_{1i}\partial_{1j}r_{12}
=\frac{\delta_{ij}}{r_{12}}+\tfrac12\partial_{1i}\partial_{2j}r_{12}.$$

Two integrations by parts, whose minus signs cancel, give

$$\iint\mathbf j\cdot\mathsf T\cdot\mathbf j^*=\iint\frac{\mathbf j\cdot\mathbf j^*}{r_{12}}+\tfrac12\iint(\nabla\cdot\mathbf j)(\nabla\cdot\mathbf j^*)\,r_{12}.$$

In momentum space $\mathsf T$ is $4\pi(\delta_{ij}-\hat q_i\hat q_j)/q^2$, which is never negative, so $E_B>0$. A test pair evaluated in both spaces agrees to all printed digits.

The static energies are 343.8 eV for the $1s$ hole and 634.7 eV for the $2p_{3/2}$ hole. The line changes by

$$343.8-634.7=-290.9\ \text{eV}.$$

A photon exchanged between levels $a$ and $b$ has $k=|\varepsilon_a-\varepsilon_b|/\hbar c$. Its transverse propagator has $q^2-k^2$ in place of $q^2$ in the denominator. The longitudinal subtraction is separated by

$$\frac{1}{q^2(q^2-k^2)}=\frac1{k^2}\Big[\frac1{q^2-k^2}-\frac1{q^2}\Big].$$

Taking the real part, which shifts levels, replaces $1/r_{12}$ by $\cos(kr_{12})/r_{12}$ and $r_{12}/2$ by $(1-\cos kr_{12})/(k^2r_{12})$. The static forms return as $k\to0$. This adds 3.8 eV, so the whole Breit part is $-287.1$ eV.

**Vacuum polarization.** The starting point is the one-loop Uehling potential, a superposition of Yukawa potentials:

$$V_U=-\frac{2\alpha Ze^2}{3\pi}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^2}\Big(1+\frac1{2t^2}\Big)\phi_\mu(r),\qquad \mu=\frac{2t}{\bar\lambda}.$$

Here $\phi_\mu$ is $e^{-\mu r}/r$ averaged over the nuclear sphere. Its volume integral is $4\pi/\mu^2=\pi\bar\lambda^2/t^2$. With $t=\sec\theta$,

$$\int_1^\infty\sqrt{t^2-1}\Big(\frac1{t^4}+\frac1{2t^6}\Big)dt
=\int_0^{\pi/2}\sin^2\theta\Big(\cos\theta+\tfrac12\cos^3\theta\Big)d\theta=\frac13+\frac1{15}=\frac25 ,$$

and hence $\int V_U\,d^3r=-\tfrac4{15}\alpha Ze^2\bar\lambda^2$.

In the low-$Z$ limit the orbital is constant over this range. Multiplying by the nonrelativistic density $|\psi_{1s}(0)|^2=(Z\alpha/\bar\lambda)^3/\pi$ gives

$$\Delta E_{1s}\to-\frac4{15}\,\frac\alpha\pi(Z\alpha)^4mc^2 .$$

At $Z=82$, $(\alpha/\pi)(Z\alpha)^4mc^2=152.18$ eV, so this limit would give $-40.6$ eV. The Dirac orbital in the field of the finite nucleus gives $-50.70$ eV, so the contact formula is inadequate for lead. Summing $V_U$ over all electrons in both hole states changes the line by $+49.0$ eV.

**Self-energy and its screening.** The hydrogenic shift is written as

$$\Delta E_{SE}=\frac\alpha\pi\frac{(Z\alpha)^4}{n_r^3}\,mc^2F ,$$

where $n_r$ is the principal quantum number. The inputs give

$$1s:\;152.18\times1.5=228.3\ \text{eV},\qquad
2p_{3/2}:\;152.18\times0.27/8=5.1\ \text{eV}.$$

For a short-range operator $f$, compare the two hole states of the atom with the one-electron ion:

$$S_f=\frac{\langle f\rangle_L-\langle f\rangle_K}{f_{1s}-f_{2p_{3/2}}} .$$

The numerator sums over all electrons, so it includes their response to the vacancy. By this definition the line changes by $\langle f\rangle_K-\langle f\rangle_L=-S_f(f_{1s}-f_{2p_{3/2}})$.

The factor is 0.9646 for the nuclear-size operator, 0.9669 for $V_U$, and 0.9771 for $e^{-r/\bar\lambda}$. The size operator allows a test of the transfer: $-67.24\times0.9646=-64.86$ eV, against $-64.85$ eV from the direct self-consistent difference.

That the self-energy can be scaled in the same way is an assumption, since it is not a local potential. I use the operator of range $\bar\lambda$, the length scale of the virtual electron-photon process:

$$\Delta_{SE}=-152.18\,(1.5-0.27/8)\times0.9771=-223.1\times0.9771=-218.0\ \text{eV}.$$

## Budget and two cases

The table compares a one-electron ion, where there is no electron-electron interaction, with the atom. Entries are contributions to the line in eV.

| Part | One electron | Lead atom |
|---|---:|---:|
| Dirac or Dirac-Fock, point nucleus | 78174.1 | 75484.2 |
| Nuclear size | −67.3 | −64.9 |
| Breit, with finite frequency | 0 | −287.1 |
| Self-energy | −223.1 | −218.0 |
| Uehling polarization | +50.6 | +49.0 |
| Sum | 77934.3 | 74963.3 |

The one-electron size entry is measured from a true point nucleus and neglects the $2p_{3/2}$ size shift; in the atom column the small sphere serves as the point. The sums are formed from unrounded values, so they can differ from the rounded entries by 0.1 eV; the tenths are kept for bookkeeping only. For the atom,

$$\hbar\omega\approx74.96\ \text{keV},\qquad \lambda\approx16.54\ \text{pm}.$$

The mean field of the other electrons lowers the point-nucleus line by 2690 eV, or 3.4% of its one-electron value. Screening reduces the magnitude of the self-energy part by 5.1 eV, about 2.3% of that part. The largest correction to the Dirac-Fock line is the Breit part, followed by the self-energy.

**Reliability.** Rounding $F_{1s}$ to two figures allows an error of $\pm0.05$, hence

$$152.18\times0.05\times0.9771=7.4\ \text{eV},$$

at most, or 0.01% of the line. The three screening factors spread the self-energy part by $223.1\times(0.9771-0.9646)=2.8$ eV. This spread measures sensitivity to the model and is not a bound. Since 7.4 eV is an upper limit on the rounding error and 2.8 eV is not a limit on the screening error, the two figures do not show which error is actually larger; both figures are a few eV.

Neither figure covers what is left out: electron correlation, the Breit interaction beyond first order, shifts from coupling to Auger channels, polarization beyond the Uehling term, the size correction to $F$, two-loop QED, nuclear recoil and the solid environment. The sum is an estimate in this model, and its last digits should not be used to judge a measurement at the level of a few eV. The numerical output below lists the values used.

## Computed results

```
Nuclear charge Z: 82
Z alpha: 0.5984
Input rms nuclear radius: 5.50 fm
Uniform sphere radius: 7.10 fm
Reduced Compton wavelength: 386.2 fm
Input F(1s): 1.50
Input F(2p3/2): 0.27
Krypton test, radial code: -2752.058 hartree
Krypton test, Gaussian basis: -2752.052 hartree
Lead 1s-hole energy, point: -17665.002 hartree
Same from virial relation: -17665.001 hartree
Breit pair, radial form: 1.881565e-11 (trial units)
Breit pair, momentum form: 1.881565e-11 (trial units)
Hydrogenic 1s energy, point: -101581.3 eV
Hydrogenic 2p3/2 energy, point: -23407.3 eV
Hydrogenic line, point: 78174.1 eV
Hydrogenic 1s size shift: 67.24 eV
Hydrogenic 1s Uehling shift: -50.70 eV
Hydrogenic 2p3/2 Uehling shift: -0.064 eV
Self-energy unit (F = 1, n = 1): 152.18 eV
Hydrogenic 1s self-energy: 228.3 eV
Hydrogenic 2p3/2 self-energy: 5.1 eV
Screening factor, size operator: 0.9646
Screening factor, Uehling: 0.9669
Screening factor, Compton range: 0.9771
Size shift by screened transfer: -64.86 eV
Breit energy, 1s hole: 343.8 eV
Breit energy, 2p3/2 hole: 634.7 eV
--- Budget of the line ---
Dirac-Fock, point nucleus: 75484.2 eV
Nuclear size: -64.85 eV
Dirac-Fock, finite nucleus: 75419.4 eV
Breit, static: -290.9 eV
Breit, finite-frequency part: 3.8 eV
Self-energy, screened: -218.0 eV
Vacuum polarization, Uehling: 49.0 eV
Total K-alpha1 energy: 74963.3 eV
Total K-alpha1 wavelength: 16.539 pm
Error from rounding F(1s): 7.4 eV
Self-energy screening spread: 2.8 eV
```
